# Electronic Energy and Closest Approach of Two Silicon Atoms

**Problem.** In ion implantation, a fast silicon ion can strike a silicon atom almost head-on. The nuclei then come so close that the electrons begin to resemble those of a single atom with nuclear charge 28.

(a) Use Thomas-Fermi theory to estimate the electronic energy released when two neutral silicon atoms merge into this united atom, leaving out the repulsion between the nuclei.

(b) Find the main error of the estimate.

(c) A 100 keV silicon ion meets a silicon atom at rest head-on. How close do the nuclei come, and is the united-atom energy good enough to find out?

**Solution**

**What is being estimated**

Atomic units are used for the theory: energy in hartree, length in bohr. Let $Z=14$, let $R$ be the distance between the nuclei, and let $E(Z)$ be the energy of a neutral atom. With fixed nuclei, $E_{\rm el}(R)$ is the lowest energy of the 28 electrons, without the nuclear repulsion. The interatomic potential, measured from two separate atoms, is

$$V(R)=\frac{Z^2}{R}-G(R),\qquad G(R)=2E(Z)-E_{\rm el}(R).$$

A positive $G$ is a gain in binding, and it lowers the repulsion. At $R=0$ the electrons see one charge $2Z$, so $G(0)=2E(14)-E(28)$.

**(a) The Thomas-Fermi gain**

For electron density $n$, the Thomas-Fermi energy is

$$E[n]=\frac{3}{10}(3\pi^2)^{2/3}\!\int n^{5/3}d^3r-Z\!\int\frac{n}{r}d^3r+\frac12\!\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.$$

Let $\Phi$ be the electrostatic potential of the nucleus and electrons together. Minimizing at fixed electron number, with multiplier $\mu$, gives

$$\tfrac12(3\pi^2n)^{2/3}=\Phi+\mu .$$

In a neutral atom $\mu=0$. If the density ended at some radius, there would be no net charge inside it, so $\Phi=0$ there. The density vanishes at the same place, so $\Phi+\mu=0$ as well. If the density extends to infinity, both $n$ and $\Phi$ vanish there, with the same result. Hence $n=(2\Phi)^{3/2}/(3\pi^2)$.

Write $\Phi=Z\phi/r$. Away from the nucleus, Poisson's equation $\nabla^2\Phi=4\pi n$ becomes

$$\frac{Z}{r}\frac{d^2\phi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\phi}{r}\right)^{3/2}
\quad\Rightarrow\quad
\frac{d^2\phi}{dr^2}=\frac{8\sqrt2}{3\pi}Z^{1/2}\frac{\phi^{3/2}}{r^{1/2}} .$$

Setting $r=bZ^{-1/3}x$ multiplies the right side by $b^{3/2}Z^{-1/2}$. The choice

$$b=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}=\frac12\left(\frac{3\pi}{4}\right)^{2/3}=0.885341$$

removes all constants:

$$\phi''=\frac{\phi^{3/2}}{\sqrt x},\qquad \phi(0)=1,\quad \phi(\infty)=0.$$

One number is needed from this equation, the initial slope $\phi'(0)=-B$. At large $x$ the solution approaches $144/x^3$, which satisfies the equation because $12\cdot144=144^{3/2}$. Numerical integration starts far out, slightly below this tail, and runs inward. If $\phi(x)$ is a solution, so is $c^3\phi(cx)$, since both sides acquire the factor $c^5$. Choosing $c$ to make the value at the origin equal to 1 gives $B=1.588071$.

The energy follows from its dependence on $Z$. When $Z$ changes, the density changes too, but this costs nothing to first order because $E$ is stationary and $\mu=0$. Only the explicit $Z$ in the nuclear attraction contributes:

$$\frac{dE}{dZ}=-\int\frac{n}{r}d^3r .$$

The integral is the repulsive potential of the electrons at the nucleus, found by subtracting $\Phi$ from the nuclear potential:

$$\int\frac{n}{r}d^3r=\lim_{r\to0}\frac{Z(1-\phi)}{r}=\frac{ZB}{bZ^{-1/3}}=\frac{B}{b}Z^{4/3}.$$

Integrating from $E(0)=0$ gives

$$E(Z)=-\frac37\frac Bb Z^{7/3}=-0.76875\,Z^{7/3}.$$

Thus $E(14)=-363.15$ and $E(28)=-1830.14$ hartree, and

$$G_{\rm TF}=2(-363.15)+1830.14=1103.8\ \text{hartree},$$

or about 30.0 keV. The gain is positive because the energy grows faster than linearly with $Z$: doubling $Z$ multiplies it by $2^{7/3}\approx5.04$, whereas two separate atoms supply a factor of 2.

**(b) The main error**

Thomas-Fermi theory treats the electrons as a locally uniform gas. This fails near the nucleus, where the potential changes greatly within one electron wavelength. Electrons that do not repel each other, in the bare field of a charge $Z$, show the size of the error.

Fill the hydrogenic shells $1,\dots,k$. Shell $j$ holds $2j^2$ electrons of energy $-Z^2/(2j^2)$, so each shell contributes $-Z^2$ and the true energy is $-Z^2k$. The electron number is

$$N=\frac{k(k+1)(2k+1)}3=\frac23m^3-\frac m6,\qquad m=k+\frac12 .$$

In the Thomas-Fermi version, the density ends at a radius $r_0$ where $\mu=-Z/r_0$. With $r=r_0\sin^2a$,

$$N=\frac{4(2Z)^{3/2}}{3\pi}\int_0^{r_0}\!r^2\left(\frac1r-\frac1{r_0}\right)^{3/2}\!dr
=\frac{8(2Zr_0)^{3/2}}{3\pi}\int_0^{\pi/2}\!\sin^2a\cos^4a\,da .$$

The last integral is $\pi/32$, so $N=(2Zr_0)^{3/2}/12$ and $\mu=-2Z^2(12N)^{-2/3}$. Since $\mu=dE/dN$,

$$E_{\rm TF}=-6Z^2\,12^{-2/3}N^{1/3}=-Z^2\left(\frac{3N}{2}\right)^{1/3}\to-Z^2\left(k+\frac12\right)$$

for many shells. As shells are added, the Thomas-Fermi energy becomes too low by an amount that settles at $Z^2/2$ instead of growing with the number of shells. This suggests that the error comes from the innermost region, where a neutral atom also has a nearly bare nuclear field. Carrying the term over to neutral atoms gives the Scott correction, $+Z^2/2$ per atom. It changes the gain by

$$2\cdot\frac{14^2}{2}-\frac{28^2}{2}=196-392=-196\ \text{hartree},$$

leaving 907.8 hartree.

A Hartree-Fock calculation in a large set of Gaussian functions supplies a separate reference. It gives $-288.84$ hartree for triplet silicon and $-1506.46$ hartree for the 28-electron atom with a closed $3d^{10}$ shell. Their gain is 928.8 hartree, or 25.3 keV. The plain Thomas-Fermi gain is 18.8% above this reference; the Scott-corrected gain is about 2% below it.

The reference has its own limits. A triplet trial state of the united atom came out 0.17 hartree below the closed shell, a negligible difference here. Scalar relativistic effects, calculated with a one-electron two-component Hamiltonian, raise the gain by 11.0 hartree. Electron correlation is omitted. The finite set of functions also limits the digits: a larger set lowers the closed-shell united atom by about 0.2 hartree and silicon by about 0.01, which raises the gain by about 0.15 hartree.

**(c) How far the united-atom value reaches**

Separating the nuclei can only reduce the gain. To see this, place the nuclei at $\pm\mathbf a$, with $|\mathbf a|=R/2$. Their attraction is the average of two potentials, each due to a full charge $2Z$ at one of these points. For any trial state, the energy is therefore the average of two united-atom energies, neither of which can lie below $E(2Z)$. Hence $E_{\rm el}(R)\ge E(2Z)$ and $G(R)\le G(0)$. The argument holds for the minimum in either Thomas-Fermi or Hartree-Fock theory.

An upper bound on the loss comes from keeping the united atom's spherical density $\rho$ unchanged. Averaged over a sphere of radius $r$, the inverse distance to a nucleus is $1/r$ outside $R/2$ and $2/R$ inside. Only the charge inside $R/2$ loses attraction:

$$G(0)-G(R)\le2Z\int_0^{R/2}\rho(r)\left(\frac1r-\frac2R\right)4\pi r^2dr .$$

For a finite central density, the right side begins as

$$8\pi Z\rho(0)\left[\frac{(R/2)^2}{2}-\frac{(R/2)^2}{3}\right]=\frac{\pi}{3}Z\rho(0)R^2 .$$

The Thomas-Fermi density instead diverges as $r^{-3/2}$, which makes this bound begin as $\sqrt R$. It still vanishes at $R=0$, so the united-atom limit holds in both theories.

At $R=0.010$ bohr, the Hartree-Fock density gives a bound of 19.0 hartree. A two-centre Hartree-Fock calculation, in which the electrons adjust, gives a loss of 16.5 hartree. The constant gain is then good to about 2%.

Now take the collision. For equal masses with one at rest, half the laboratory energy belongs to the relative motion: 50 keV, or 1837.5 hartree. The rest moves the centre of mass. At closest approach $V(R)=E_{\rm cm}$, so

$$R=\frac{Z^2}{E_{\rm cm}+G(R)} .$$

With the constant Thomas-Fermi gain, $R=196/(1837.5+1103.8)=0.0666$ bohr, or 3.53 pm. When $G$ depends on $R$, the equation is solved by repetition. The constant Hartree-Fock gain gives 3.75 pm; recalculating $G$ there gives 4.08 pm. At 4.08 pm the gain is 688.4 hartree, and the next value is

$$R=\frac{196}{1837.5+688.4}=0.0776\ \text{bohr}=4.11\ \text{pm}.$$

The last change is below 1%, so the Hartree-Fock answer is about 4.1 pm. The gain at this separation is good to about 1 hartree: more functions on the two nuclei raise it by about 0.7 hartree, which moves the distance by less than 0.01 pm.

| Gain used at 50 keV relative energy | $G$ (hartree) | Closest approach (pm) |
|---|---:|---:|
| None, bare nuclei | 0 | 5.64 |
| Thomas-Fermi, constant | 1103.8 | 3.53 |
| Hartree-Fock, constant | 928.8 | 3.75 |
| Hartree-Fock, at the separation | 688.4 | 4.11 |

Relative to the last row, bare repulsion puts the turning point 37% too far out, and the constant Thomas-Fermi gain puts it 14% too close in. The united-atom energy is therefore good enough for a rough estimate, but not for an accurate distance. Two errors of the same sign combine in the Thomas-Fermi value. Thomas-Fermi theory exceeds the Hartree-Fock united-atom gain by 175 hartree, and separating the nuclei to 4.08 pm removes another 240 hartree. The frozen-density bound on that second loss is 498.5 hartree, so electronic adjustment matters at this distance.

The constant-gain formula can also be written $V=(Z^2/R)(1-R/s)$, with $s=Z^2/G_{\rm TF}=0.178$ bohr. At 0.077 bohr, less than half of $s$, the Hartree-Fock gain has already fallen by about a quarter. The formula therefore fails before $R=s$, and its change of sign there does not predict attraction.

**The real implantation case**

Energies near 100 keV are used in ion implantation, but an ion meets only a small fraction of the atoms it passes nearly head-on. At 100 keV even a perfectly head-on path comes no closer than about 4.1 pm. To come near that distance, the ion must be aimed within a few picometres of a nucleus, while neighbouring silicon atoms are roughly 240 pm apart. The united-atom gain is a limit approached in the hardest collisions; it is no substitute for a full potential when calculating an ion's range.

The calculation also assumes that electrons stay in their lowest state as the nuclei move. The ion's initial speed is 0.379 atomic units, about 2.7% of the hydrogenic K-electron speed of 14 in silicon, which supports the assumption for the most tightly bound pair. The other pair of K electrons enters an orbital that joins the united atom's 2p level. At 4.08 pm it lies only about 15 hartree below the other 2p orbitals, so it can be disturbed if the L shell already has a vacancy. Outer electrons have speeds nearer 1 and may be excited. Electrons of the silicon L shell may be excited too, because energy levels cross as the atoms merge. That energy loss, the ion's charge and the neighbouring atoms are not calculated here. For scale, an energy change of 10 hartree at fixed $G$ would move the turning point by about $10/2526$, or 0.4%.
